# Where Ideal Dilute Diffusion Fails by Ten Percent

**Question.** A solute diffuses in a solid solvent. At high dilution its interdiffusion coefficient is a constant, as if the solute atoms did not notice one another. At what solute fraction is this constant wrong by ten percent because the solute atoms interact, and how does that fraction scale with the strength of the interaction, the temperature and the crystal structure?

**Answer.**

## What the ideal law leaves out

Let species 2 be the solute, with atomic fraction $x$, and species 1 the solvent, with fraction $1-x$. Both occupy the same lattice, with a constant number $n$ of sites per volume. Temperature and pressure are fixed, and vacancies are so few that they do not enter the composition. The solute chemical potential is

$$\mu_2=\mu_2^\circ+kT\ln(\gamma_2x),$$

where $\gamma_2$ is the activity coefficient. Chemical potentials drive the atoms. In the frame of the lattice, with the coupling between the two fluxes (the vacancy wind) neglected,

$$J_2=-nD_2^*x\,\frac{\partial}{\partial s}\frac{\mu_2}{kT},\qquad J_1=-nD_1^*(1-x)\frac{\partial}{\partial s}\frac{\mu_1}{kT},$$

where $s$ is the position and $D_i^*$ are the tracer diffusion coefficients. Since $\mu_2$ depends on position through $x$,

$$x\frac{\partial}{\partial s}\frac{\mu_2}{kT}=x\left(\frac1x+\frac{d\ln\gamma_2}{dx}\right)\frac{\partial x}{\partial s}=\Phi\,\frac{\partial x}{\partial s},\qquad \Phi=1+\frac{d\ln\gamma_2}{d\ln x}.$$

This $\Phi$ is the thermodynamic factor. The solvent has the same one, because the Gibbs–Duhem relation $(1-x)\,d\mu_1=-x\,d\mu_2$ turns its flux into

$$J_1=+nD_1^*x\frac{\partial}{\partial s}\frac{\mu_2}{kT}=+nD_1^*\Phi\frac{\partial x}{\partial s}.$$

Interdiffusion is described in the frame with no net flux of atoms. Passing to it subtracts from $J_2$ the share $x$ of the total flux:

$$\tilde J_2=J_2-x(J_1+J_2)=(1-x)J_2-xJ_1=-n\tilde D\frac{\partial x}{\partial s},$$

$$\tilde D=\left[(1-x)D_2^*+xD_1^*\right]\Phi .$$

The ideal dilute law is the limit $x\to0$, where $\Phi=1$ and $\tilde D=D_2^*(0)$. It can fail through the thermodynamic factor or through the bracket. Take first the case in which the two tracer coefficients are equal and independent of composition. The bracket is then constant, and $\tilde D/D_2^*(0)=\Phi$.

## The estimate

For a dilute solution the logarithm of the activity coefficient can be expanded in the solute fraction:

$$\ln\gamma_2=\ln\gamma_2^\circ+\varepsilon x+O(x^2),\qquad \varepsilon=\left.\frac{d\ln\gamma_2}{dx}\right|_{x\to0}.$$

The number $\varepsilon$ is the first-order Wagner interaction coefficient of the solute with itself, defined here with the natural logarithm and the atomic fraction. The constant $\ln\gamma_2^\circ$ measures how well the solvent accepts a single solute atom. It drops out on differentiation, so a solution may depart strongly from Raoult's law and still diffuse ideally. What matters is how $\gamma_2$ changes:

$$\Phi=1+x\frac{d\ln\gamma_2}{dx}=1+\varepsilon x+O(x^2).$$

Setting $|\Phi-1|=0.1$ gives, to first order,

$$\boxed{x_{10}\approx\frac{0.1}{|\varepsilon|}}$$

For another tolerance $\delta$ the numerator becomes $\delta$. If $\varepsilon>0$, solute atoms raise one another's chemical potential, which steepens the driving force and speeds up interdiffusion. If $\varepsilon<0$, they lower it and interdiffusion is slower.

## How large is the interaction coefficient?

A lattice model connects $\varepsilon$ to an energy. Let each site have $Z$ nearest neighbours, and let neighbouring pairs have energies $V_{11}$, $V_{12}$ and $V_{22}$. With $N$ sites, $N_2$ solute atoms and $N_{22}$ solute–solute pairs, counting the bonds that start at solute atoms gives $N_{12}=ZN_2-2N_{22}$. The remaining bonds number $N_{11}=ZN/2-ZN_2+N_{22}$. The energy is therefore

$$E=\tfrac12ZNV_{11}+ZN_2(V_{12}-V_{11})+N_{22}v,\qquad v=V_{11}+V_{22}-2V_{12}.$$

The first term is constant and the second is proportional to $N_2$, so it only shifts the reference of the chemical potential. The interaction is $v$, the energy of bringing two separated solute atoms together, with the solvent bonds this restores included. Positive $v$ means repulsion.

Let $z$ be $\exp[(\mu_2-\mu_1)/kT]$ times a constant that absorbs the linear term. The sum over all arrangements is $\Xi=1+Q_1z+Q_2z^2+Q_3z^3+\dots$, where $Q_m$ is the sum of Boltzmann factors over arrangements of $m$ solute atoms. Write the Boltzmann factor of a pair on sites $i$ and $j$ as $1+f_{ij}$. Then

- $f_{ij}=-1$ if $i=j$, since two atoms cannot share a site;
- $f_{ij}=f=e^{-v/kT}-1$ if $i$ and $j$ are neighbours;
- $f_{ij}=0$ otherwise.

Define, for a fixed site $i$, the sums $S=\sum_jf_{ij}$ and $T_3=\sum_{jk}f_{ij}f_{jk}f_{ik}$. Multiplying out the pair factors gives

$$Q_1=N,\quad Q_2=\tfrac12(N^2+NS),\quad Q_3=\tfrac16(N^3+3N^2S+3NS^2+NT_3).$$

In the logarithm, the coefficient of $z^2$ is $Q_2-Q_1^2/2=NS/2$. That of $z^3$ is $Q_3-Q_1Q_2+Q_1^3/3=N(3S^2+T_3)/6$, as the terms in $N^3$ and $N^2$ cancel. Hence

$$\frac{\ln\Xi}{N}=z+\frac S2z^2+\frac{3S^2+T_3}{6}z^3+\dots$$

The solute fraction is the mean number of solute atoms per site:

$$x=\frac zN\frac{d\ln\Xi}{dz}=z+Sz^2+\tfrac12(3S^2+T_3)z^3+\dots$$

To invert this, insert $z=x-Sx^2+\alpha x^3$. The terms in $x^2$ cancel, and those in $x^3$ require $\alpha-2S^2+\frac12(3S^2+T_3)=0$, so $\alpha=\frac12(S^2-T_3)$. Taking the logarithm,

$$\ln z=\ln x-Sx+\left(\alpha-\tfrac12S^2\right)x^2+\dots=\ln x-Sx-\tfrac12T_3x^2+\dots$$

The Gibbs–Duhem relation gives $d(\mu_2-\mu_1)=d\mu_2/(1-x)$. Therefore

$$\Phi=x\frac{d}{dx}\frac{\mu_2}{kT}=x(1-x)\frac{d\ln z}{dx}=(1-x)(1-Sx-T_3x^2+\dots),$$

$$\Phi=1-(1+S)x+(S-T_3)x^2+\dots$$

It remains to count. A site is excluded to a second atom and has $Z$ neighbours, so $S=-1+Zf$. In $T_3$, three coinciding sites give $-1$. Two coinciding sites with the third a neighbour give $-f^2$, in $3Z$ ways. Three mutually neighbouring sites give $f^3$, in $Zt$ ways, where $t$ is the number of common neighbours of a neighbouring pair. Thus $T_3=-1-3Zf^2+Ztf^3$, and

$$\Phi=1+\varepsilon x+c_2x^2+\dots,$$

$$\varepsilon=-Zf=Z\left(1-e^{-v/kT}\right),\qquad c_2=Zf+3Zf^2-Ztf^3 .$$

The exclusion of double occupancy has dropped out of $\varepsilon$: the $-1$ in $S$ is compensated by the factor $1-x$. Without interaction the solution is ideal at every composition, although its atoms cannot overlap.

## Scaling

In this model the estimate reads

$$x_{10}\approx\frac{0.1}{Z\,|1-e^{-v/kT}|}.$$

In a random arrangement $Zx$ is the mean number of solute neighbours of a solute atom. Ten percent is reached when this number, weighted by the relative change $|f|$ of the pair probability, equals 0.1. There are three regimes.

**Weak interaction, $|v|\ll kT$.** Here $1-e^{-v/kT}\approx v/kT$, so $\varepsilon\approx Zv/kT$ and

$$x_{10}\approx\frac{0.1\,kT}{Z|v|}.$$

The threshold is proportional to temperature and does not depend on the sign of $v$. This is the mean-field result.

**Strong repulsion, $v\gg kT$.** The exponential vanishes, $\varepsilon\to Z$, and $x_{10}\to0.1/Z$. Stronger repulsion has no further effect, because neighbouring pairs are already absent. For $Z=12$ the limit is about 0.8 at.%. Repulsion between nearest neighbours alone cannot push the first-order threshold below this.

**Strong attraction, $-v\gg kT$.** Now $|\varepsilon|\approx Ze^{|v|/kT}$, and $x_{10}\approx(0.1/Z)\,e^{-|v|/kT}$ falls exponentially on cooling, as pairs form at ever smaller fractions. In this model, however, such solutes also separate from the solvent. An atom inside pure solute has the energy $Zv/2$ relative to an isolated one, since each of its $Z$ bonds is shared by two atoms, so the solubility is about $e^{-Z|v|/2kT}$. For $Z>2$ this falls faster on cooling than $x_{10}$ and ends up below it. The threshold then applies only to a supersaturated solution that has not yet separated.

If $v$ is itself a free energy that varies with temperature, its value at the temperature of interest must be used.

These scalings belong to neutral substitutional solutes with a nearest-neighbour interaction. They do not cover interstitial solutes, long-range elastic interactions or charged solutes. For fully ionized donors of density $N_d$ in a non-degenerate semiconductor with intrinsic carrier density $n_i$, the carriers alone give $\Phi=1+N_d/\sqrt{N_d^2+4n_i^2}$, so $\varepsilon\approx n/2n_i$. In silicon at 1000 K, with $n_i\approx10^{18}$ cm$^{-3}$ and $n=5\times10^{22}$ cm$^{-3}$, the threshold is about $4\times10^{-6}$, far below $0.1/Z$.

## Numbers for an fcc solution

Take a model fcc solution at 1000 K, with $Z=12$ and $t=4$, and a pair energy of 0.05 eV of either sign. The thermal energy is $kT=0.08617$ eV, so $|v|/kT=0.05/0.08617=0.580$.

For repelling solutes, $f=e^{-0.580}-1=-0.440$, and

$$\varepsilon=12\times0.4402=5.28,\qquad x_{10}=\frac{0.1}{5.283}=0.0189 .$$

For attracting solutes, $f=e^{0.580}-1=0.786$, and

$$\varepsilon=-12\times0.7864=-9.44,\qquad x_{10}=\frac{0.1}{9.437}=0.0106 .$$

The ideal law thus fails by ten percent at 1.9 at.% with repulsion and at 1.1 at.% with attraction, though the pair energy is little more than half of $kT$. The coordination number makes up for the weakness of the single bond. The attracting solution is still below its solubility limit, for which the low-temperature estimate above gives $e^{-6\times0.580}=0.03$. At this temperature the attraction between dissolved atoms raises the limit somewhat above that value. At these fractions a solute atom in a random arrangement has on average 0.23 and 0.13 solute neighbours.

Attraction acts earlier than repulsion of equal strength because $e^{u}-1>1-e^{-u}$ for every $u>0$, which is the statement $e^u+e^{-u}>2$. A pair probability can be reduced at most to zero, but it can be enhanced without such a limit. The mean-field formula misses this difference. It gives $|\varepsilon|=6.96$ and 1.44 at.% for both signs, which is 24 percent below the first-order threshold for repulsion and 36 percent above it for attraction.

## How good is the first-order formula?

With the second-order term the condition becomes $\varepsilon x+c_2x^2=\pm0.1$, with the sign of $\varepsilon$. Dividing by $\varepsilon$ and putting $x\approx x_{10}$ in the small term gives

$$x\approx x_{10}-\frac{c_2}{\varepsilon}x_{10}^2=x_{10}\left(1-\frac{c_2x_{10}}{\varepsilon}\right).$$

For repulsion $c_2=5.79$, and the relative correction is $-5.79\times0.0189/5.28=-0.021$. For attraction $c_2=8.36$, and it is $+8.36\times0.0106/9.44=+0.009$. Solving the quadratic condition gives 1.86 and 1.07 at.%. Truncation therefore matters much less here than the value of $\varepsilon$, whose relative error passes in full, with opposite sign, into $x_{10}$ when it is small.

Both fcc coefficients were tested against explicit sums over one, two and three solute atoms on a periodic lattice. A test at finite concentration needs all orders, and a small periodic triangular lattice of 16 sites permits it, since every arrangement can be summed. With $Z=6$, $t=2$ and the same energies, the thresholds are:

| | first order | second order | full sum |
|---|---|---|---|
| repulsion | 3.79 at.% | 3.69 at.% | 3.70 at.% |
| attraction | 2.12 at.% | 2.22 at.% | 2.23 at.% |

Relative to the full sum, the first-order formula is 2 percent too high for repulsion and 5 percent too low for attraction. The second-order term removes most of either error.

The formula does fail at both ends of the interaction scale. For strong attraction $f$ is large. On a lattice with triangles of neighbours ($t>0$), such as fcc, the triangle term then dominates $c_2$, and the relative correction has the size

$$\left|\frac{c_2x_{10}}{\varepsilon}\right|\approx\frac{Ztf^3}{Zf}\,\frac{0.1}{Zf}=\frac{0.1\,t f}{Z}.$$

For fcc this is $f/30$. This counts triangles only, and compact groups carry higher powers of $f$: a tetrahedron of four neighbours contributes a term of order $f^6x^3$, which at $x_{10}\propto1/f$ grows as $f^3$. In fcc the first-order threshold is about 5 percent too high at $f=2$ and about 20 percent too high at $f=5$, and at $f=10$ the terms in $x^3$ and $x^4$ exceed the one in $x^2$. Even for a supersaturated solution that has not separated, the estimate thus holds only for $f$ up to a few; beyond that, groups of three or more matter before pairs have changed diffusion by ten percent.

For very weak interaction the threshold moves out of the dilute range. The mean-field model for all compositions is the regular solution, $\ln\gamma_2=w(1-x)^2$. Its derivative is $-2w(1-x)$, so $\varepsilon=-2w$ and

$$\Phi=1+\varepsilon x(1-x).$$

The product $x(1-x)$ never exceeds $1/4$. If $|\varepsilon|<0.4$, the thermodynamic factor of a regular solution stays within ten percent of one at every composition, and there is no threshold. If $|\varepsilon|>0.4$, the lower root of $x(1-x)=0.1/|\varepsilon|$ is

$$x=\frac12\left(1-\sqrt{1-\frac{0.4}{|\varepsilon|}}\right),$$

which returns to $0.1/|\varepsilon|$ when $|\varepsilon|\gg0.4$.

## When the tracer coefficients also change

Now let the bracket in $\tilde D$ vary. Write $D_2^*=D_2^*(0)(1+bx+\dots)$ and $D_1^*=rD_2^*(0)$ at $x\to0$. To first order,

$$(1-x)D_2^*+xD_1^*=D_2^*(0)\left[1+(b-1+r)x\right],$$

and multiplication by $\Phi=1+\varepsilon x$ gives

$$\frac{\tilde D}{D_2^*(0)}=1+(\varepsilon+r-1+b)x+O(x^2).$$

With the vacancy wind neglected, the ten percent fraction of the whole interdiffusion coefficient is therefore $0.1/|\varepsilon+r-1+b|$, and the thermodynamic estimate suffices by itself when $|r-1+b|\ll|\varepsilon|$. The vacancy wind also contributes at first order in $x$. In Manning's random-alloy model it adds $(1-f_0)(1-r)^2/(f_0r)$ to the slope, where $f_0$ is the tracer correlation factor of the lattice, 0.781 for fcc. This is only 0.14 for $r=0.5$ but 27 for $r=100$, where $r-1$ is itself 99, so the neglect is not safe when the solute is much slower than the solvent. A much faster solute lies outside this model. There a solute atom that jumps very fast mostly exchanges back and forth with the same vacancy, which keeps $r$ above $1-f_0\approx0.22$. Thermodynamics fixes neither $r$ nor $b$; they must come from tracer measurements or a kinetic model.

As an illustration take $r=0.5$ and $b=2$, so that the kinetic terms add $+1.5$. With repulsion the slope grows from 5.28 to 6.78, and the threshold drops from 1.9 to 1.5 at.%. With attraction the slope changes from $-9.44$ to $-7.94$, and the threshold rises from 1.1 to 1.3 at.%. The same kinetics reinforces one deviation and partly cancels the other. If the whole first-order slope, vacancy wind included, is close to zero, the linear estimate loses its meaning and the second-order terms decide.

## A local coefficient or a total flux?

The threshold so far concerns $\tilde D$ at one composition. An experiment may instead measure the steady flux through a layer of thickness $L$, with solute fraction $x_0$ on one face and zero on the other. Suppose that solvent is exchanged at the faces and flows back at the same rate, so that there is no net flux of atoms through the layer. Let the tracer coefficients again be equal and constant, with value $D^*$. The flux is the same at every depth, so integrating $\tilde J_2=-nD^*\Phi\,\partial x/\partial s$ across the layer gives

$$\tilde J_2L=nD^*\int_0^{x_0}(1+\varepsilon x)\,dx=nD^*x_0\left(1+\frac{\varepsilon x_0}{2}\right).$$

The ideal flux is $nD^*x_0/L$. The relative error of the ideal law is now $\varepsilon x_0/2$, half its value at the rich face, because the layer averages over all fractions from zero to $x_0$. Ten percent is reached at

$$x_0=\frac{0.2}{|\varepsilon|},$$

or 3.8 at.% for the repelling and 2.1 at.% for the attracting solutes. A discretized layer driven by activity differences, with $\ln\gamma_2=\ln\gamma_2^\circ+\varepsilon x$, gave flux ratios of 1.100 and 0.900 at these face fractions. The neglected term $c_2x^2$ would add $c_2x_0^2/3$ to the ratio, which is about 0.003 and 0.001 in the two cases.

The factor of two belongs to this geometry and to a deviation linear in $x$. If the solvent cannot cross the faces, the solute flux relative to them is $\tilde J_2/(1-x)$, and the threshold becomes $0.2/|\varepsilon+1|$ to first order. Before a measured ten percent is turned into a value of $\varepsilon$, one must therefore know whether it refers to a local coefficient or to an average over a profile. The numerical output below lists the values for both signs of the interaction.

## Computed values

```
temperature = 1000 K
thermal energy kT = 0.08617 eV
fcc coordination number Z = 12
fcc common neighbours t = 4
tracer ratio r = 0.5, tracer slope b = 2.0
--- repelling solutes, fcc ---
pair energy v = +0.050 eV
v/kT = +0.5802
f = -0.4402
Wagner coefficient eps = +5.283
mean-field value Z v/kT = +6.963
ten percent fraction 0.1/|eps| = 1.893 at.%
mean-field ten percent fraction = 1.436 at.%
second-order coefficient c2 = +5.789
second-order ten percent fraction = 1.855 at.%
mean solute neighbours at random, Z x = 0.227
layer face fraction 0.2/|eps| = 3.786 at.%
computed layer flux / ideal flux = 1.1000
total slope eps + r - 1 + b = +6.783
ten percent fraction with r and b = 1.474 at.%
triangular lattice: 0.1/|eps| = 3.786 at.%
triangular lattice: second order = 3.690 at.%
triangular lattice: enumerated = 3.699 at.%
--- attracting solutes, fcc ---
pair energy v = -0.050 eV
v/kT = -0.5802
f = +0.7864
Wagner coefficient eps = -9.437
mean-field value Z v/kT = -6.963
ten percent fraction 0.1/|eps| = 1.060 at.%
mean-field ten percent fraction = 1.436 at.%
second-order coefficient c2 = +8.355
second-order ten percent fraction = 1.070 at.%
mean solute neighbours at random, Z x = 0.127
layer face fraction 0.2/|eps| = 2.119 at.%
computed layer flux / ideal flux = 0.9000
total slope eps + r - 1 + b = -7.937
ten percent fraction with r and b = 1.260 at.%
triangular lattice: 0.1/|eps| = 2.119 at.%
triangular lattice: second order = 2.224 at.%
triangular lattice: enumerated = 2.227 at.%
```
